# Steady kinetic demixing of (Co,Mg)O in an oxygen-potential gradient

## What dimensions and symmetry fix

A slab of (Co,Mg)O, initially uniform, lies between a gas of low oxygen pressure $p_l$ and one of high pressure $p_h$. Let $x$ be the cobalt fraction of the cations, and let $D_A$ and $D_B$ be the diffusivities of cobalt and magnesium. Inside the solid, $p$ denotes the oxygen pressure with which the local oxide would be in equilibrium.

Suppose that a steady composition profile exists. Its slope $dx/d\ln p$ has no dimension. If transport is local and linear in the gradients, with no intrinsic length or time, the two diffusivities can enter through their ratio alone:

$$\frac{dx}{d\ln p}=S(x,\gamma),\qquad \gamma=\frac{D_A}{D_B}.$$

A factor common to both diffusivities, such as the vacancy concentration, drops out. In an ideal solution only the diffusivities distinguish the cations. Exchanging their names then replaces $x$ by $1-x$ and $\gamma$ by $1/\gamma$, and reverses the slope:

$$S(x,\gamma)=-S(1-x,1/\gamma).$$

The slope must also vanish at $x=0$ and $x=1$, where there is nothing to demix. At $x=1/2$, interchanging the fast and slow cations reverses the enrichment. Symmetry does not say which end the faster cation chooses, nor how strongly. The two derivations below both give

$$S(x,\gamma)=\frac{x(1-x)(\gamma-1)}{2\,[x+\gamma(1-x)]}. \tag{1}$$

Thus cobalt is enriched at the high-oxygen surface if $\gamma>1$. That cobalt is the faster cation is a condition of the result, not a consequence of it.

## The moving crystal

The oxygen sublattice is taken as immobile and the oxide as a single phase. Cations move through a small population of vacancies, and holes carry charge much more easily than ions do. Both surfaces are in equilibrium with their gases. No cations enter or leave the slab, and its molar volume is constant.

Depth $\xi$ runs from 0 at the low-pressure surface to $L$ at the high-pressure surface. Fluxes $j_i$ are measured relative to the oxygen lattice, positive towards high pressure. The concentration of cation sites is $c$, and $x_A=x$, $x_B=1-x$.

Almost every cation site is filled, so the total cation concentration cannot change appreciably. The total flux is therefore uniform:

$$j_A+j_B=cv. \tag{2}$$

At the high-pressure surface, oxygen from the gas builds new lattice, which the arriving cations fill. At the low-pressure surface, lattice is removed as oxygen leaves. Both surfaces are assumed to stay flat. Since cations cannot cross either of them, they move at the same velocity $v$ relative to the lattice, and $L$ is conserved. "Steady" means steady in the frame of this moving crystal.

Let $y=\xi+vt$ be the position in the lattice frame, where a steady profile has the form $x_i(y-vt)$. The continuity equation $c\,\partial_t x_i+\partial_y j_i=0$ becomes $\partial_\xi(j_i-cvx_i)=0$. The bracket is the flux relative to the crystal. It vanishes at the closed surfaces, hence everywhere:

$$j_i=cvx_i. \tag{3}$$

## First derivation: chemical potentials

The force on a cation of charge $2e$ is minus the gradient of its electrochemical potential $\eta_i$. A neutral metal atom is a cation plus two electrons, so $\mu_i=\eta_i+2\eta_e$. Because electronic carriers move easily, a very small gradient of $\eta_e$ suffices to balance the ionic current. Neglecting it gives $\partial_\xi\eta_i=\partial_\xi\mu_i$.

Local equilibrium of metal, oxygen and oxide requires

$$\mu_i=\mu_{i\mathrm O}-\tfrac12\mu_{\mathrm O_2}.$$

For an ideal solution, $\mu_{i\mathrm O}=\text{constant}+kT\ln x_i$; for the gas, $\mu_{\mathrm O_2}=\text{constant}+kT\ln p$. The force divided by $kT$ is therefore

$$X_i=-\frac{\partial_\xi\mu_i}{kT}=\frac12\partial_\xi\ln p-\partial_\xi\ln x_i. \tag{4}$$

With mobility $D_i/kT$ and no cross terms between the cations,

$$j_i=c\,x_iD_iX_i. \tag{5}$$

Combining (3) and (5) gives $X_i=v/D_i$: the slower cation needs the larger force to keep pace. Subtract the cobalt equation from the magnesium equation. The oxygen term cancels, leaving

$$\partial_\xi\ln x-\partial_\xi\ln(1-x)=\frac{\partial_\xi x}{x(1-x)}
=v\left(\frac1{D_B}-\frac1{D_A}\right). \tag{6}$$

Next multiply each force by $x_i$ and add. The composition terms sum to $\partial_\xi x+\partial_\xi(1-x)=0$, which is the Gibbs–Duhem relation for this solution. Hence

$$\frac12\partial_\xi\ln p=vR,\qquad R=\frac{x}{D_A}+\frac{1-x}{D_B}. \tag{7}$$

Since $R>0$ and $p$ rises with $\xi$, $v$ is positive. Equation (6) then shows that $x$ rises with $\xi$ when $D_A>D_B$. To find the slope, divide (6) by (7), using

$$\frac1{D_B}-\frac1{D_A}=\frac{\gamma-1}{D_A},\qquad
R=\frac{x+\gamma(1-x)}{D_A}.$$

The factor $v/D_A$ cancels and (1) follows.

For constant $\gamma$ the path can be integrated. Separation and partial fractions give

$$\left(\frac{\gamma}{x}+\frac1{1-x}\right)dx=\frac{\gamma-1}{2}\,d\ln p,$$

and therefore

$$\frac{x^\gamma}{1-x}=K\,p^{(\gamma-1)/2}. \tag{8}$$

The constant $K$ is fixed by the conserved mean composition $x_0$ together with the way the diffusivities vary through the slab.

For $\gamma$ near 1, equation (1) reduces to $S\simeq x(1-x)(\gamma-1)/2$, and demixing disappears with the difference in mobility. For $\gamma(1-x)\gg x$ and $\gamma\gg1$, it gives $S\simeq x/2$, or $x\propto p^{1/2}$. Cobalt then needs almost no force to keep pace, so its metal potential is nearly uniform. The growth is limited by magnesium.

## Second derivation: counting vacancy jumps

The same result can be reached from jumps, without cation chemical potentials. Let a vacancy have effective charge $-ze$ and be formed together with $z$ free holes when oxygen adds a lattice site. With $V$ and $h$ the vacancy and hole fractions, mass action and neutrality give

$$Vh^z\propto p^{1/2},\qquad h=zV.$$

Substitution gives $V^{1+z}\propto p^{1/2}$, so

$$V\propto p^m,\qquad m=\frac1{2(1+z)}. \tag{9}$$

For $z=0$ no free holes enter the balance, and $m=1/2$.

Consider neighbouring lattice planes 1 and 2 at spacing $a$, with plane 2 nearer the high-pressure side. A cation jumps from 1 to 2 if it finds a vacancy there; the vacancy moves the other way. Define $\delta=e(\phi_1-\phi_2)/kT$, where $\phi$ is the electric potential. The vacancy's electrical energy changes by $-zkT\delta$. If half of this change appears in the barrier, the net flux is

$$j_i=ca\,w_i\left[x_{i,1}V_2e^{z\delta/2}-x_{i,2}V_1e^{-z\delta/2}\right],$$

where $w_i$ is the jump frequency into an available vacancy. This is a mean-field count: occupations are multiplied as if independent.

To first order in $a$, the difference without the field is $a(x_i\partial_\xi V-V\partial_\xi x_i)$, and the field adds $z\delta x_iV$. Equilibrium of the holes makes $\ln h+e\phi/kT$ uniform, so $\delta=a\,\partial_\xi\ln h$. Thus

$$j_i=ca^2w_iVx_i\left[\partial_\xi\ln V+z\,\partial_\xi\ln h-\partial_\xi\ln x_i\right].$$

By mass action the first two terms add to $F\equiv\frac12\partial_\xi\ln p$, whatever $z$ is. With $D_i=a^2w_iV$,

$$j_A=cD_A(xF-\partial_\xi x),\qquad
j_B=cD_B[(1-x)F+\partial_\xi x]. \tag{10}$$

For $z=1$, half of $F$ comes from the vacancy gradient and half from the electric field. The vacancy concentration also cancels from $\gamma=w_A/w_B$.

Now form the cobalt flux relative to the moving crystal, $J=j_A-x(j_A+j_B)=(1-x)j_A-xj_B$. Inserting (10) gives

$$\frac Jc=x(1-x)(D_A-D_B)F-[(1-x)D_A+xD_B]\,\partial_\xi x. \tag{11}$$

At a given $F$, the first term is the differential drift of the two cations and the second is the diffusion that opposes it. The bracket is not the coefficient that governs mixing, because (2) makes $F$ itself depend on $\partial_\xi x$. Eliminating $F$ at a given $v$ changes that coefficient to $D_AD_B/[xD_A+(1-x)D_B]$. In the steady state $J=0$, so

$$\partial_\xi x=\frac{x(1-x)(D_A-D_B)}{(1-x)D_A+xD_B}\,\frac12\partial_\xi\ln p.$$

Dividing numerator and denominator by $D_B$ again gives (1).

Equation (11) also describes the start, once the few vacancies have redistributed between the two surfaces and (2) holds. For uniform $x_0$ the second term is zero. Equations (2) and (10) give $v=\bar D F$, with $\bar D=x_0D_A+(1-x_0)D_B$. Consequently

$$\frac Jc=x_0(1-x_0)\frac{D_A-D_B}{\bar D}\,v.$$

For constant $\gamma$ this is uniform in depth, even though the diffusivities are not. Cobalt passes through the interior without changing its composition, accumulates at the high-pressure surface and is depleted at the other. The changes then spread inwards.

In the steady state $j_A=cvx$ points towards increasing $x$: cobalt moves up its concentration gradient. It does not move up its metal potential, because $\partial_\xi\mu_A=-kTv/D_A<0$. If the two gas pressures are made equal, the remaining composition gradient still sustains local gradients of $p$ inside the slab. Both fade as the cations mix, and the only steady state is uniform. The demixed state is maintained by the transfer of oxygen from high to low pressure.

## Depth and velocity

The path (8) does not say where each composition lies. Let both diffusivities vary as $u=(p/p_h)^m$, with $D_B=D_0u$ and constant $\gamma$. Equation (6) becomes

$$v\,d\xi=\frac{\gamma D_0u}{\gamma-1}\,\frac{dx}{x(1-x)}. \tag{12}$$

The velocity follows without solving for the profile. Multiply (7) by $D_0u$ and use $u\,\partial_\xi\ln p=\partial_\xi u/m$:

$$\frac{D_0\,\partial_\xi u}{2m}=v\left(\frac{x}{\gamma}+1-x\right).$$

The mean of $x$ over the slab is $x_0$, and $u$ rises from $u_l$ to 1. Integrating over the slab therefore gives

$$v=\frac{D_0}{L}\,\frac{1-u_l}{2m\,[1-x_0+x_0/\gamma]},\qquad u_l=(p_l/p_h)^m. \tag{13}$$

## A slab at 1500 K

Take $L=200$ µm, $x_0=0.5$, $p_l=10^{-4}$ bar and $p_h=0.2$ bar. Rough material inputs are $D_0=10^{-9}$ cm²/s, $\gamma=2$ and $m=1/4$, the exponent for singly charged vacancies. Then $\ln(p_h/p_l)=7.60$ and $u_l=0.15$. Equation (13) gives

$$\frac{vL}{D_0}=\frac{1-0.15}{0.5\times0.75}\simeq2.27,\qquad v\simeq4.1\ \text{µm/h}.$$

By (8), $x^2/(1-x)$ must rise by a factor of $(2000)^{1/2}=44.7$ across the slab. Quadrature of (12), with a root search for the mean composition, gives $x=0.17$ at the low-pressure surface and $0.70$ at the high-pressure surface. The ratio follows directly:

$$\frac{0.698^2/0.302}{0.173^2/0.827}\simeq45.$$

At depths of 50, 100 and 150 µm the cobalt fractions are 0.39, 0.53 and 0.63. The profile is steepest on the low-pressure side because the slope of $\ln[x/(1-x)]$ in (6) varies as $1/u$.

The cobalt metal potential changes from the low to the high side by

$$kT\left[\ln\frac{0.698}{0.173}-\frac{7.60}{2}\right]\simeq-0.31\ \text{eV},$$

with $kT=0.129$ eV. The magnesium potential changes by $-0.62$ eV, twice as much, as $X_i=v/D_i$ requires.

The approach to this state was calculated by dividing the slab into finite volumes and integrating the balance $\partial_tx=-\partial_\xi(J/c)$ in the crystal frame. The pressure profile was found at each time from (2). After 1 h the surface fractions are 0.41 and 0.54; after 10 h they are 0.26 and 0.62. Every point is within 0.01 of its steady value after about 37 h, when the crystal has moved about 160 µm relative to its oxygen lattice.

The early change is larger at the low-pressure side. The same flux $J$ feeds both surface layers, whose thicknesses grow roughly as $\sqrt{Dt}$, so the composition change scales as $D^{-1/2}$. This estimate gives a ratio $u_l^{-1/2}\simeq2.6$; the calculated changes after 1 h have a ratio of about 2.4.

## What each derivation assumes

Both derivations need an immobile oxygen lattice, easy hole transport, closed surfaces and local defect equilibrium. They differ in what they can relax.

The thermodynamic derivation needs no vacancy charge or jump mechanism, and it extends to a non-ideal solution. Replace $\ln x_i$ by $\ln a_i$, where $a_i$ is the oxide activity, and define $\Phi=d\ln a_A/d\ln x$. Gibbs–Duhem gives $\partial_\xi\ln a_B=-\Phi\,\partial_\xi x/(1-x)$. The left side of (6) is thus multiplied by $\Phi$, while (7) is unchanged. The slope becomes $S/\Phi$, with the same sign as long as $\Phi>0$. At $\Phi=0$ this formula diverges; if $\Phi<0$, the uniform solution is unstable and the single-phase description fails.

For a regular solution with $\ln a_A=\ln x+(W/kT)(1-x)^2$, differentiation gives $\Phi=1-2(W/kT)x(1-x)$. A rough $W=0.05$ eV gives $\Phi=0.81$ at $x=0.5$ and surface fractions 0.14 and 0.73. The velocity stays at 4.1 µm/h, because (13) depends on the mean composition but not on $\Phi$.

The jump derivation assumes ideal mixing, independent occupations and a vacancy formation energy that does not depend on composition, but supplies the exponent $m$ and the reason for a common vacancy factor. The time-dependent equation follows from either derivation, since (4) and (5) also give (10). Its mean-field step neglects the tendency of a cation to jump back into the vacancy it has just left. Manning's random-alloy approximation describes this by

$$j_i=cx_iD_i\left[X_i+\frac{1-f}{f}\frac{\sum_kx_kD_kX_k}{\bar D}\right],$$

where $D_i$ are now tracer diffusivities, $\bar D=\sum_kx_kD_k$ is local, and $f$ is the correlation factor. Set $j_i=cvx_i$ and sum over $i$: this gives $\sum_kx_kD_kX_k=fv$. Hence

$$X_i=v\left[\frac1{D_i}-\frac{1-f}{\bar D}\right].$$

The difference (6) is unchanged, but $R$ in (7) is replaced by $R-(1-f)/\bar D$. This remains positive because the mean of $1/D$ is at least the inverse of the mean of $D$. Demixing keeps its sign. Whether its slope changes depends on what is held fixed. In Manning's model the tracer diffusivities are themselves reduced by correlation, with $1/D_i=1/(a^2w_iV)+(1-f)/\bar D$. Then $X_i=v/(a^2w_iV)$, exactly the mean-field result: at given jump frequencies, (1) and (13) stand unchanged with $\gamma=w_A/w_B$. The tracer ratio, however, lies closer to 1 than the jump ratio. With $f=0.7815$ for the fcc cation lattice, a jump ratio of 2 gives a tracer ratio of about 1.7, and a tracer ratio of 2 at $x=0.5$ needs a jump ratio of about 2.4. If $D_0$ and $\gamma=2$ are read as measured tracer values, the slope is therefore larger than (1) gives: the surface fractions become 0.13 and 0.74, and $v$ becomes 5.1 µm/h.

## The model beside the real oxide

The temperature and pressures lie in the regime of high-temperature experiments on cobalt-containing oxides, but the transport inputs are rough and do not describe a particular specimen. The result is sensitive to $\gamma$: with the other inputs unchanged, the surface fractions are 0.39 and 0.56 for $\gamma=1.2$, but 0.07 and 0.80 for $\gamma=4$. Another insecure assumption is a diffusivity independent of composition, since cobalt-rich oxide holds more vacancies. A common factor $\exp[b(x-x_0)]$, with $b=\ln100$, represents a hundredfold change from one end member to the other. By the thermodynamic derivation, it leaves (8) intact but changes the depth scale: the surface fractions become 0.14 and 0.62, and $v$ falls to 3.4 µm/h. If impurities instead fix the vacancy concentration, and hole transport remains easy, $m=0$; the fractions become 0.22 and 0.78, and $v$ rises to 9.1 µm/h at the same $D_0$.

Other neglected effects are smaller for the rough inputs used here. A vacancy fraction of $10^{-3}$ and a hole mobility of 0.1 cm²/(V s) give an ionic-to-hole conductivity ratio of $5\times10^{-4}$ at the mean composition. This need not carry over to the cobalt-poor surface: if holes hop between cobalt sites, then at $x=0.17$ these sites form no connected nearest-neighbour network, and the mobility may be far lower. A ratio of 0.05 throughout the slab would change the surface fractions to 0.18 and 0.69, and a ratio of 0.5 to 0.25 and 0.64. An oxygen diffusivity of $10^{-12}$ cm²/s gives an oxygen-diffusion flux of about 0.2% of the lattice-growth flux for the mean gradient of $\ln p$, and about 0.6% at the low-pressure surface, where the gradient is steepest. Pure CoO would reduce to metal near $10^{-9}$ bar; at $x=0.17$ the ideal-solution limit is $x^2$ times this pressure, far below $p_l$.

Surface equilibrium is more demanding. The growth consumes $cv/2$ oxygen molecules per area and time. Comparing this with the gas collision rate, for a lattice parameter of 0.424 nm, requires a net exchange probability of $1.2\times10^{-7}$ at the high-pressure surface and $2.5\times10^{-4}$ at the low-pressure one. The actual exchange probabilities must be much larger than these values. Otherwise part of the pressure difference is lost at the surfaces, and the difference in $\ln p$ across the oxide, which drives the demixing in (8), is smaller than that between the gases.

Oxygen released at the low-pressure surface must also be carried away. If it has to diffuse through 5 mm of stagnant nitrogen or argon at 1500 K and a total pressure of 1 bar, the oxygen pressure at that surface is nearly twice the $10^{-4}$ bar of the distant gas, for a gas diffusivity of about 3 cm²/s, and the cobalt fraction there is about 0.20 instead of 0.17. The example therefore assumes a fast gas flow or a gas mixture that buffers the oxygen pressure.

Finally, the low-pressure surface need not stay flat. A hollow in it lies closer to the high-pressure side, meets a steeper vacancy gradient and deepens. In a slab of uniform composition, with surface tension and surface diffusion neglected, a small ripple of wavenumber $k$ settles into growth at the rate $kv$, with both surfaces free to deform. A ripple as long as the slab is thick would then grow more than a hundredfold while the crystal moves 160 µm. The calculated profiles therefore apply only while the surface remains nearly flat.
